# Exchange energy of a two-dimensional electron gas and the thin-slab limit: a numerical check

```python
# Exchange energy per electron of the 2D uniform electron gas (hartree atomic units).
# Claim: eps_x = -4 kF/(3 pi) = -4 sqrt(2)/(3 pi rs), 1/r interaction, unpolarized;
#   times [(1+zeta)^1.5 + (1-zeta)^1.5]/2 for spin polarization zeta.
# n = 1/(pi rs^2) areal density, kF Fermi radius, x = kF r, f(x) = J1(x)/x,
# gamma(r) = kF^2 f/(2 pi) one-spin density matrix, I = int_0^inf f^2 dx = 4/(3 pi).
# Thin layer: lowest subband of an infinite well of width L, s = |z - z'|;
#   eps_x <= eps_x(L) <= eps_x + kF^2 <s>/4, <s> = L (1/3 - 5/(4 pi^2)),
#   valid for L < Lmax = sqrt(3/2) pi rs; 3D LDA gives -c (n/L)^(1/3), which diverges.
import numpy as np
import sympy as sp
from scipy.special import j1
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]

def gauss(edges, m):
    t, w = np.polynomial.legendre.leggauss(m)
    e = np.asarray(edges, float)
    a, h = e[:-1, None], np.diff(e)[:, None]
    return (a + h*(t + 1)/2).ravel(), (h*w/2).ravel()

def eps_formula(rs, zeta=0.0):
    return -4*np.sqrt(2)/(3*pi*rs)*((1 + zeta)**1.5 + (1 - zeta)**1.5)/2

rs = 4.0
n = 1/(pi*rs**2)
kF = np.sqrt(2)/rs

# density matrix: lattice sum, polar quadrature, strip integral vs Bessel form
R = 300
box = 2*pi*R/kF
mx, my = np.meshgrid(np.arange(-R, R + 1), np.arange(-R, R + 1))
occ = mx**2 + my**2 <= R*R
kx, ky = 2*pi*mx[occ]/box, 2*pi*my[occ]/box
assert abs(2*kx.size/box**2/n - 1) < 1e-3      # lattice-point counting noise
kk, wk = gauss([0, kF], 60)
th, wth = gauss([0, 2*pi], 120)
u, wu = gauss([0, pi], 80)                     # t = cos(u) in the strip integral
for r in (0.5, 3.0, 9.0, 25.0):
    bessel = kF*j1(kF*r)/(2*pi*r)
    lattice = np.cos(r*(0.6*kx + 0.8*ky)).sum()/box**2
    polar = (wk*kk) @ np.cos(r*np.outer(kk, np.cos(th - 0.7))) @ wth/(2*pi)**2
    strip = kF**2/(2*pi**2)*np.sum(wu*np.sin(u)**2*np.cos(kF*r*np.cos(u)))
    assert abs(lattice - bessel) < 2e-3*n/2
    assert abs(polar - bessel) < 1e-12 and abs(strip - bessel) < 1e-12

# radial integrals; tails from the average J1^2 ~ 1/(pi x)
X = 600.0
x, wx = gauss(np.concatenate([[0], np.geomspace(1e-7, 1, 50), np.arange(2, X + 1)]), 10)
f = j1(x)/x
assert np.all(np.abs(f) <= 0.5 + 1e-14)
I_quad = wx @ f**2 + 1/(2*pi*X**2)
t = sp.symbols('t', positive=True)
I_pars = float(sp.integrate(2*sp.pi*2*(1 - t**2)/sp.pi**2, (t, 0, 1))/2)
assert abs(I_quad - I_pars) < 5e-9
hole_sum = -(n/2)*4*2*pi/kF**2*(wx @ (x*f**2) + 1/(pi*X))
assert abs(hole_sum + 1) < 2e-6                # oscillating tail ~ 1/(pi X^2)
eps_real = -kF*I_quad
assert abs(eps_real - eps_formula(rs)) < 5e-9

# momentum route: pairs of occupied states, kernel 2 pi exp(-q s)/q
def energy_per_area_one_spin(kf, s=None, ws=None):
    k, w = gauss([0, kf], 80)
    a, wa = gauss([0, pi/2, pi], 100)
    edge = -np.outer(k, np.cos(a)) + np.sqrt(kf**2 - np.outer(k, np.sin(a))**2)
    if s is not None:
        edge = (-np.expm1(-edge[..., None]*s)/s) @ ws
    sigma = -2*(edge @ wa)/(2*pi)
    return 0.5*np.sum(w*k*sigma)/(2*pi)

def eps_momentum(rs_, zeta):
    dens = 1/(pi*rs_**2)
    parts = [dens*(1 + zeta)/2, dens*(1 - zeta)/2]
    return sum(energy_per_area_one_spin(np.sqrt(4*pi*p)) for p in parts if p > 0)/dens

for r_ in (1.0, 4.0, 10.0):
    for z_ in (0.0, 0.5, 1.0):
        assert abs(eps_momentum(r_, z_)/eps_formula(r_, z_) - 1) < 1e-6

# distribution of s/L for the lowest subband
su, wsu = gauss([0, 1], 40)
def pair_weight(sv):
    z, wz = gauss([0, 1 - sv], 40)
    return 2*np.sum(wz*4*np.sin(pi*z)**2*np.sin(pi*(z + sv))**2)
ps = wsu*np.array([pair_weight(sv) for sv in su])
s_mean = ps @ su
assert abs(ps.sum() - 1) < 1e-12
assert abs(s_mean - (1/3 - 5/(4*pi**2))) < 1e-12

def G(a):
    return wx @ (x*f**2/np.sqrt(x*x + a*a)) + 1/(2*pi*X**2)
for a in (0.01, 0.3, 2.0, 6.0):
    assert 0 < I_quad - G(a) < a/4

# single-subband condition from finite-difference levels
def second_subband_density(L, N=2000):
    h = L/(N + 1)
    E = eigh_tridiagonal(np.full(N, 1/h**2), np.full(N - 1, -0.5/h**2),
                         select='i', select_range=(0, 2), eigvals_only=True)
    mu = brentq(lambda m: np.maximum(m - E, 0).sum()/pi - n, E[0], E[0] + 10)
    return max(mu - E[1], 0)/pi
Lmax = np.sqrt(1.5)*pi*rs
assert second_subband_density(0.99*Lmax) == 0 and second_subband_density(1.01*Lmax) > 0

# 3D LDA: identity for the constant, then layer formula vs libxc
sj0 = sp.sin(t)/t
sj1 = sp.sin(t)/t**2 - sp.cos(t)/t
assert sp.simplify(sp.diff(sj0**2 + sj1**2, t) + 4*sj1**2/t) == 0
Cx = 0.75*(3/pi)**(1/3)
S = quad(lambda v: np.sin(v)**(8/3), 0, pi, epsabs=1e-13, epsrel=1e-13)[0]
c_lda = Cx*2**(4/3)*S/pi
def lda_libxc(L):
    z, wz = gauss([0, L], 200)
    rho = n*(2/L)*np.sin(pi*z/L)**2
    exc = libxc.eval_xc('lda,', rho, spin=0, deriv=1)[0]
    return np.sum(wz*rho*exc)/n
eps2d = eps_formula(rs)
Lstar = n*(c_lda/abs(eps2d))**3
assert abs(brentq(lambda L: lda_libxc(L) - eps_real, 0.1, 15) - Lstar) < 1e-5

rows = []
for L in (10.0, 1.0, 0.1, 0.01):
    exact = -kF*sum(p*G(kF*L*sv) for p, sv in zip(ps, su))
    mom = 2*energy_per_area_one_spin(kF, L*su, ps)/n
    shift = kF**2*s_mean*L/4
    lda = -c_lda*(n/L)**(1/3)
    assert abs(exact/mom - 1) < 1e-6
    assert eps2d < exact < eps2d + shift
    assert abs(lda_libxc(L)/lda - 1) < 1e-8
    assert (lda < eps2d) == (L < Lstar)
    rows.append((L, exact, eps2d + shift, lda, (exact - eps2d)/shift))
ratios = [row[4] for row in rows]
assert ratios == sorted(ratios) and abs(ratios[-1] - 1) < 5e-3   # correction O(kF L)

print(f"hartree = {EV:.6f} eV")
print(f"I by quadrature = {I_quad:.8f} (dimensionless)")
print(f"I by Parseval = {I_pars:.8f} (dimensionless)")
print(f"-eps_x*rs = {-eps_real*rs:.6f} hartree bohr")
print(f"rs = {rs:.1f} bohr")
print(f"n = {n:.6f} bohr^-2")
print(f"kF = {kF:.6f} bohr^-1")
print(f"on-top hole = {-(n/2)*(2*f[0])**2:.6f} bohr^-2")
print(f"hole integral = {hole_sum:.6f} electrons")
print(f"eps_x real space = {eps_real:.6f} hartree = {eps_real*EV:.4f} eV")
print(f"eps_x momentum space = {eps_momentum(rs, 0.0):.6f} hartree")
for z_ in (0.5, 1.0):
    e = eps_momentum(rs, z_)
    print(f"zeta = {z_}: factor {e/eps_real:.6f}, eps_x = {e:.6f} hartree")
print(f"Lmax = {Lmax:.4f} bohr")
print(f"<s>/L = {s_mean:.6f} (dimensionless)")
print(f"slope kF^2 <s>/(4L) = {kF**2*s_mean/4:.7f} hartree/bohr")
print(f"Cx = {Cx:.6f} hartree bohr")
print(f"S = int sin^(8/3) = {S:.6f} (dimensionless)")
print(f"c = {c_lda:.6f} hartree bohr")
print(f"L* (LDA crosses eps_x) = {Lstar:.4f} bohr")
print(f"LDA growth per factor 10 in 1/L = {lda_libxc(0.1)/lda_libxc(1.0):.5f}")
print("L/bohr  exact/hartree  upper bound/hartree  LDA/hartree  shift/linear term")
for row in rows:
    print("{:6.2f}  {:.6f}  {:.6f}  {:.6f}  {:.4f}".format(*row))
print("all tests passed")
```

Running it gives:

```
hartree = 27.211386 eV
I by quadrature = 0.42441318 (dimensionless)
I by Parseval = 0.42441318 (dimensionless)
-eps_x*rs = 0.600211 hartree bohr
rs = 4.0 bohr
n = 0.019894 bohr^-2
kF = 0.353553 bohr^-1
on-top hole = -0.009947 bohr^-2
hole integral = -1.000001 electrons
eps_x real space = -0.150053 hartree = -4.0831 eV
eps_x momentum space = -0.150053 hartree
zeta = 0.5: factor 1.095335, eps_x = -0.164358 hartree
zeta = 1.0: factor 1.414214, eps_x = -0.212207 hartree
Lmax = 15.3906 bohr
<s>/L = 0.206682 (dimensionless)
slope kF^2 <s>/(4L) = 0.0064588 hartree/bohr
Cx = 0.738559 hartree bohr
S = int sin^(8/3) = 1.400314 (dimensionless)
c = 0.829534 hartree bohr
L* (LDA crosses eps_x) = 3.3612 bohr
LDA growth per factor 10 in 1/L = 2.15443
L/bohr  exact/hartree  upper bound/hartree  LDA/hartree  shift/linear term
 10.00  -0.107038  -0.085465  -0.104330  0.6660
  1.00  -0.143905  -0.143594  -0.224773  0.9519
  0.10  -0.149410  -0.149407  -0.484259  0.9950
  0.01  -0.149988  -0.149988  -1.043304  0.9995
all tests passed
```
